# Exponential Saturation of Modified-Atom Removal in Directional Atomic Layer Etching

## The ion step and its balance

In directional atomic layer etching, a surface is first exposed to a reactant that binds to its outermost atoms and loosens their bonds to the solid. The reactant supply is then shut off, and ions arriving nearly along the surface normal remove the loosened atoms. As the ion step proceeds, fewer such atoms remain and each further ion finds less to remove. How does the removed amount depend on the ion dose, and when does it have a limit?

Let $N_0$ be the number of surface sites per unit area, and let $N$ be the number of those sites per unit area that still hold a modified atom. The coverage is $\theta=N/N_0$, with the value $\theta_0$ at the start of the ion step. The fluence $F$ is the number of ions that have arrived per unit horizontal area. For now the surface is horizontal, so that $F$ is also the number of ions per unit of its own area.

The central assumption concerns the mean number of modified atoms removed by one ion, the yield $Y$. It is taken to be proportional to the remaining coverage:

$$Y=Y_0\theta=Y_0\frac{N}{N_0}. \tag{1}$$

Here $Y_0$ is the yield at full coverage. It is a constant for given ions and a given surface.

During a small increase $dF$ of the fluence, $dF$ ions arrive per unit area and remove $Y\,dF$ modified atoms. No new ones are formed, because the reactant is absent. We also assume that the reactant does not leave a site without the atom to which it is bound. The balance is therefore

$$\frac{dN}{dF}=-\frac{Y_0}{N_0}N=-\sigma N,\qquad \sigma=\frac{Y_0}{N_0}. \tag{2}$$

The yield is a pure number and $N_0$ is an inverse area, so $\sigma$ is an area. Dividing by $N$ and integrating from $0$ to $F$ gives

$$\int_{N(0)}^{N(F)}\frac{dN'}{N'}=-\sigma\int_0^F dF'
\quad\Longrightarrow\quad
\ln\frac{N(F)}{N(0)}=-\sigma F .$$

With $N(0)=\theta_0N_0$ this becomes

$$N(F)=\theta_0N_0e^{-\sigma F}. \tag{3}$$

Every modified atom that is no longer present has been removed, so the cumulative removal is $R(F)=N(0)-N(F)$:

$$R(F)=\theta_0N_0\left(1-e^{-F/F_0}\right),\qquad F_0=\frac1\sigma=\frac{N_0}{Y_0}. \tag{4}$$

The limit $R_\infty=\theta_0N_0$ is the initial stock of modified atoms. As long as the reactant leaves only together with its atom, the yield does not enter it; $Y_0$ sets the fluence scale $F_0$ on which the limit is approached. After a fluence $F_0$, a fraction $1/e$ of the stock is left.

## Where the proportionality comes from

Equation (1) can be traced to single impacts. Consider a patch of area $A$ with $N_0A$ sites, and let each ion land on it at a random position, independently of the others. Opposite edges of the patch are treated as joined, so that no site lies at a border and all sites are hit equally often. Suppose that one ion removes the modified atom at a given site with probability $p$, averaged over all landing positions, and that this probability does not depend on which other sites are still occupied. An ion can affect only a neighbourhood of its impact point, whose size does not grow with the patch. Hence $p$ is inversely proportional to $A$, and we write $p=\sigma/A$. The area $\sigma$ is the removal cross-section of a site.

At full coverage the mean number removed by one ion is the sum of $p$ over all sites,

$$Y_0=N_0A\,\frac{\sigma}{A}=N_0\sigma, \tag{5}$$

which is the relation already contained in (2). At coverage $\theta$ the sum runs over $\theta N_0A$ occupied sites and gives $Y_0\theta$, which is (1). One ion may remove several neighbouring atoms together. Such correlations do not change the result, because the mean of a sum is the sum of the means whether or not the terms are independent. They do affect the fluctuations about the mean.

A modified atom survives one ion with probability $1-\sigma/A$, and it survives $n$ independent ions with probability $(1-\sigma/A)^n$. The mean coverage after $n$ ions is thus

$$\langle\theta\rangle_n=\theta_0\left(1-\frac{\sigma}{A}\right)^n. \tag{6}$$

In a steady random beam the number of ions striking the patch is itself random. It follows a Poisson distribution with mean $FA$. Averaging (6) over this distribution gives

$$\langle\theta\rangle=\theta_0e^{-FA}\sum_{n=0}^{\infty}\frac{(FA)^n}{n!}\left(1-\frac{\sigma}{A}\right)^n .$$

The sum is the power series of an exponential with argument $FA(1-\sigma/A)=FA-\sigma F$. Therefore

$$\langle\theta\rangle=\theta_0e^{-FA}e^{FA-\sigma F}=\theta_0e^{-\sigma F}. \tag{7}$$

The patch area has cancelled. Within this model the exponential holds, with the same $\sigma$, for the mean coverage of any patch larger than the neighbourhood that one ion affects. On a smaller patch with joined edges that neighbourhood overlaps itself, and $p=\sigma/A$ with a fixed $\sigma$ no longer applies.

If instead the number of ions is fixed at $n=FA$, the logarithm of (6) can be expanded for $\sigma\ll A$:

$$FA\ln\left(1-\frac{\sigma}{A}\right)=-\sigma F-\frac{\sigma^2F}{2A}-\dots \tag{8}$$

The mean coverage then lies below the exponential by a relative amount of about $\sigma^2F/(2A)$, as long as this quantity is small. It vanishes for a large area at fixed fluence.

## Reading the curve

For $F\ll F_0$, the expansion $e^{-\sigma F}\approx1-\sigma F$ turns (4) into

$$R(F)\approx\theta_0N_0\sigma F=\theta_0Y_0F. \tag{9}$$

The early ions each remove the yield of the initial surface. Differentiating (4) gives the yield at any later stage,

$$\frac{dR}{dF}=\theta_0N_0\sigma e^{-\sigma F}=\theta_0Y_0e^{-F/F_0}. \tag{10}$$

Since $R_\infty-R=\theta_0N_0e^{-\sigma F}$, the same yield can be written as

$$\frac{dR}{dF}=\sigma\,(R_\infty-R). \tag{11}$$

A plot of the yield against the amount already removed is thus a straight line. Its slope is $-\sigma$, and it meets the horizontal axis at $R_\infty$. This plot tests assumption (1) without requiring the limit to be known beforehand, provided that the measured loss consists of modified atoms only. If substrate atoms are lost as well, the plot of the total loss bends in general, but a small substrate loss bends it only slightly until the modified atoms are nearly used up. A straight line also does not prove that the slope is $-Y_0/N_0$. Real ions can detach the reactant alone; if they do so with cross-section $\sigma_d$, then $dN/dF=-(\sigma+\sigma_d)N$ while $dR/dF=\sigma N$. The plot stays straight, but its slope is $-(\sigma+\sigma_d)$ and the limit becomes $\theta_0N_0\,\sigma/(\sigma+\sigma_d)$, which does depend on the yield.

Saturation by itself is a weaker observation. Suppose that every ion removed $Y_0$ modified atoms as long as any were left. Starting from full coverage, removal would then grow as $Y_0F$ and stop abruptly at $F=N_0/Y_0=F_0$. The limit would be the same as in (4), but the approach to it would not be exponential.

The fluence $F_q$ at which a fraction $q$ of the limit has been removed follows from $1-e^{-F_q/F_0}=q$:

$$F_q=F_0\ln\frac{1}{1-q}. \tag{12}$$

Each further factor of ten in the remaining stock costs the same additional fluence, $F_0\ln10$. At constant ion flux $J$ we have $F=Jt$, so the time constant is $\tau=F_0/J$.

To convert removal to depth, one more assumption is needed: each removed modified atom is one atom of the solid, carried away with the reactant bound to it. If the solid has $n_s$ atoms per unit volume, the mean depth is $d=R/n_s$.

## A numerical case

Take the round model parameters $N_0=10\ \mathrm{nm^{-2}}$, $\theta_0=1$, $Y_0=0.5$, $J=2\ \mathrm{nm^{-2}\,s^{-1}}$ and $n_s=50\ \mathrm{nm^{-3}}$. Then

$$\sigma=\frac{0.5}{10\ \mathrm{nm^{-2}}}=0.05\ \mathrm{nm^2},\qquad
F_0=\frac{1}{0.05\ \mathrm{nm^2}}=20\ \mathrm{nm^{-2}},$$

or $2.0\times10^{15}\ \mathrm{cm^{-2}}$. The time constant is $20/2=10$ s. For singly charged ions the flux corresponds to a current density of $0.032\ \mathrm{mA\,cm^{-2}}$. The limiting depth is $10/50=0.2$ nm.

| $F$ (nm⁻²) | $R$ (nm⁻²) | yield | depth (nm) |
|---:|---:|---:|---:|
| 10 | 3.93 | 0.303 | 0.079 |
| 20 | 6.32 | 0.184 | 0.126 |
| 40 | 8.65 | 0.068 | 0.173 |
| 60 | 9.50 | 0.025 | 0.190 |
| 100 | 9.93 | 0.003 | 0.199 |

The row at $F=F_0$ shows 63% of the limit, as it should, since $1-1/e\approx0.63$. Equation (12) gives $59.9\ \mathrm{nm^{-2}}$, or 30 s, for 95% completion and $92.1\ \mathrm{nm^{-2}}$, or 46 s, for 99%. Going from 95% to 99% takes about half as long as reaching 95%.

These values were tested against a lattice simulation that makes no use of (2). Each simulated ion lands at random on a cross of five sites and removes each modified atom there with probability $Y_0/5$. At the five fluences of the table, the simulated removal agrees with (4) within $0.006\ \mathrm{nm^{-2}}$. The ratio of yield to coverage, measured in three successive stages of depletion, is 0.500, 0.498 and 0.498. The proportionality (1) therefore holds even though each ion acts on several sites at once. It rests on the assumption, also made in the simulation, that the removal chance at a site does not depend on whether its neighbours are still occupied.

The role of a small area can be seen on a patch of $10\ \mathrm{nm^2}$ at $F=100\ \mathrm{nm^{-2}}$. The exponential gives a mean coverage of 0.006738, and the explicit Poisson sum gives the same digits. For a fixed number of ions the mean is 0.006654, which is 1.25% below the exponential. The estimate from (8) is $0.05^2\times100/(2\times10)=0.0125$, in agreement. The patch has 100 sites, so the mean number of modified atoms left on it is about 0.7. A single patch holds a whole number of them, and (4) describes the average over many such patches.

## Unequal ions and unequal sites

Real ions differ in energy and charge, and surface sites differ in their bonding. These two kinds of variety have different consequences.

Suppose first that the sites are alike and that each arriving ion belongs to kind $k$ with probability $w_k$, independently of the others. A site has cross-section $\sigma_k$ for that kind. Its probability of surviving one ion of unknown kind is

$$\sum_kw_k\left(1-\frac{\sigma_k}{A}\right)=1-\frac{\bar\sigma}{A},\qquad \bar\sigma=\sum_kw_k\sigma_k. \tag{13}$$

The argument leading to (7) then applies with $\bar\sigma$ in place of $\sigma$. A fixed mixture of ions produces a single exponential.

Now let the ions be alike, and let a fraction $f_j$ of the initially modified sites have cross-section $\sigma_j$. Each class decays with its own exponential:

$$\theta(F)=\theta_0\sum_jf_je^{-\sigma_jF}. \tag{14}$$

The apparent cross-section at fluence $F$ is the relative rate of decay,

$$\sigma_{\rm app}=-\frac{1}{\theta}\frac{d\theta}{dF}
=\frac{\sum_jf_j\sigma_je^{-\sigma_jF}}{\sum_jf_je^{-\sigma_jF}}. \tag{15}$$

This is the mean of $\sigma_j$ over the modified sites that remain at that fluence; denote such a mean by $\langle\cdot\rangle_F$. Differentiating once more,

$$\frac{d\sigma_{\rm app}}{dF}=-\frac{\theta''}{\theta}+\left(\frac{\theta'}{\theta}\right)^2
=-\left(\langle\sigma^2\rangle_F-\langle\sigma\rangle_F^2\right)\le0, \tag{16}$$

where primes denote derivatives with respect to $F$. The bracket is a variance and cannot be negative. Removal therefore slows down relative to a single exponential, because the easily removed atoms are depleted first. The total limit $\theta_0N_0$ is unchanged if every $\sigma_j$ is positive.

For a numerical comparison, take cross-sections of 0.02 and $0.08\ \mathrm{nm^2}$ in equal shares. Their mean is the earlier $0.05\ \mathrm{nm^2}$. At $F=100\ \mathrm{nm^{-2}}$, equal sites leave $0.067\ \mathrm{nm^{-2}}$ of modified atoms, while two site classes leave

$$10\times\tfrac12\left(e^{-2}+e^{-8}\right)\ \mathrm{nm^{-2}}=0.678\ \mathrm{nm^{-2}},$$

which is ten times more. The lattice simulation gives 0.069 when the variety is assigned to the ions and 0.685 when it is assigned to the sites.

The law also changes if modified atoms lie beneath others. A buried atom is protected until the atom above it has gone, so its removal probability depends on the occupation of another site. This violates the assumption made before (5).

## Sputtering of the bare substrate

The limit in (4) refers to modified atoms. The total loss of material is limited in the same way if the ions leave the unmodified substrate intact. Suppose instead that an ion removes on average $Y_s$ substrate atoms from a completely bare surface, and $Y_s(1-\theta)$ from a partly bare one. Assume also that this loss does not disturb the modified atoms that remain. Using $\theta=\theta_0e^{-\sigma F}$, the substrate loss is

$$S(F)=Y_s\int_0^F\left(1-\theta_0e^{-\sigma F'}\right)dF'
=Y_s\left[F-\frac{\theta_0}{\sigma}\left(1-e^{-\sigma F}\right)\right]. \tag{17}$$

The total loss is $R+S$. For $F\gg F_0$ the exponentials vanish, and

$$R+S\approx\theta_0\left(N_0-\frac{Y_s}{\sigma}\right)+Y_sF. \tag{18}$$

This is a straight line of slope $Y_s$, so there is no finite limit. For full initial coverage and small fluence, inserting $e^{-\sigma F}\approx1-\sigma F+\sigma^2F^2/2$ in (17) gives $S\approx Y_s\sigma F^2/2$. The loss starts quadratically because the substrate must first be uncovered. Numerical integration of the rate equations agrees with (4) and (17) for both full and partial initial coverage.

With $Y_s=0.005$, one hundredth of $Y_0$, the substrate loss at $F=100\ \mathrm{nm^{-2}}$ is $0.401\ \mathrm{nm^{-2}}$, and the total is $10.33\ \mathrm{nm^{-2}}$. At $F=400\ \mathrm{nm^{-2}}$ the loss has grown to $1.90\ \mathrm{nm^{-2}}$ and the total to $11.90\ \mathrm{nm^{-2}}$. Equation (18) reproduces the latter as $10-0.005\times20+0.005\times400=11.9$.

The two yields are equal when $Y_0\theta=Y_s(1-\theta)$, that is at $\theta=Y_s/(Y_0+Y_s)$. Because $Y_s/Y_0=0.01$ was chosen, this lies very close to the fluence of 99% completion. The remaining coverage is 0.01, so an ion removes $0.5\times0.01=0.005$ modified atoms and $0.005\times0.99\approx0.005$ substrate atoms. Beyond the crossover, at $F_0\ln(1+Y_0/Y_s)\approx92.3\ \mathrm{nm^{-2}}$, most of the additional loss comes from the substrate. A small $Y_s$ thus gives a slowly rising plateau, and the ion step has to end on it.

## The vertical wall

The directional character of the process appears when a horizontal floor is compared with a vertical wall. Ions moving exactly downward never strike the wall. A real beam has some angular spread, so let $u$ be an ion's lateral displacement towards the wall per unit descent. For ions crossing a horizontal plane, take $u$ to be Gaussian with mean zero and standard deviation $s$.

Consider an isolated wall of height $h$ below this plane, with open space in front of it. An ion with $u>0$ strikes the wall if it crosses the plane at a distance less than $uh$ from it. Per unit length of wall, the number of such ions is $F$ times the mean of $uh$ over positive $u$. Division by the wall height gives the fluence per unit wall area, $F_w=gF$, with

$$g=\int_0^\infty u\,\frac{e^{-u^2/2s^2}}{s\sqrt{2\pi}}\,du
=\frac{1}{s\sqrt{2\pi}}\left[-s^2e^{-u^2/2s^2}\right]_0^\infty
=\frac{s}{\sqrt{2\pi}}. \tag{19}$$

The height has cancelled, so the wall is struck uniformly from top to bottom. In a narrow trench the opposite wall would intercept some of these ions. Reflected ions are left out.

Assume further that the wall has the same $N_0$, $\theta_0$ and $\sigma$ as the floor. This is a simplification, since the ions strike the wall at grazing incidence and the yield generally depends on angle. Replacing $F$ by $gF$ in (4) gives

$$R_w(F)=\theta_0N_0\left(1-e^{-gF/F_0}\right). \tag{20}$$

The characteristic fluence of the wall is $F_0/g$, but its limit is the same as that of the floor. The ratio $R_w/R$ tends to $g$ as the fluence goes to zero, and to 1 at very large fluence for any $g>0$. In this model, anisotropy is a difference in rate, and it is preserved by ending the ion step while $gF\ll F_0$.

For $s=0.03$, equation (19) gives $g=0.01197$, and counting straight ion paths that strike a wall gives 0.01198. The characteristic fluence of the wall is $20/0.01197\approx1670\ \mathrm{nm^{-2}}$. At $F=100\ \mathrm{nm^{-2}}$ the floor, far enough from the wall not to be shadowed by it, has reached 99.3% of its limit. The wall has lost $0.581\ \mathrm{nm^{-2}}$, or 5.8% of the same limit, which corresponds to a lateral depth of $0.581/50\approx0.012$ nm.

The useful range of fluence is therefore bounded on both sides. It must be several times $F_0$ for the floor to be nearly complete, and well below $F_0/g$ for the wall to be spared. Substrate sputtering adds a second reason not to prolong the step. These bounds refer to one ion step of this single-layer model; a wall that is modified again in each cycle loses material again in each cycle. The values used here are collected in the numerical output below.

## Numbers as computed

```
Site density N0 = 10.0 nm^-2, initial coverage = 1
Yield at full coverage Y0 = 0.50 atoms per ion
Cross-section sigma = 0.050 nm^2
Characteristic fluence F0 = 20.0 nm^-2 = 2.0e+15 cm^-2
Ion flux = 2.0 nm^-2 s^-1
Time constant = 10.0 s
Current density, single charge = 0.0320 mA cm^-2
Atomic density = 50 nm^-3
Limiting depth = 0.200 nm
F (nm^-2) | R formula | R Monte Carlo (nm^-2) | yield | depth (nm)
  10 | 3.935 | 3.940 | 0.3033 | 0.0787
  20 | 6.321 | 6.325 | 0.1839 | 0.1264
  40 | 8.647 | 8.651 | 0.0677 | 0.1729
  60 | 9.502 | 9.501 | 0.0249 | 0.1900
 100 | 9.933 | 9.932 | 0.0034 | 0.1987
Fluence for 95% = 59.9 nm^-2, time 30.0 s
Fluence for 99% = 92.1 nm^-2, time 46.1 s
Monte Carlo yield/coverage, F = 0-10, 15-25, 35-45 nm^-2: 0.500, 0.498, 0.498
Patch of 10 nm^2, F = 100 nm^-2, mean coverage:
  exponential 0.006738, Poisson sum 0.006738
  fixed ion number 0.006654 (-1.25%)
Mixed cross-sections (nm^2): 0.020, 0.080 in equal shares
Atoms left at F = 100 nm^-2 (nm^-2):
  one class 0.067, two site classes 0.678
  Monte Carlo: mixed ions 0.069, mixed sites 0.685
Substrate yield Ys = 0.005 atoms per ion
  F = 100 nm^-2: substrate loss 0.401, total 10.333 nm^-2
  F = 400 nm^-2: substrate loss 1.900, total 11.900 nm^-2
Lateral slope spread s = 0.030
Wall share g: formula 0.01197, paths 0.01198
Wall removal at F = 100 nm^-2: 0.581 nm^-2 (5.8% of limit)
Floor removal at F = 100 nm^-2: 99.3% of limit
Characteristic fluence for the wall = 1671 nm^-2
```
